Limiting Current of Copper Electropolishing Set by Inward Water Diffusion

**Result**

Suppose that copper can leave an anode only as the hydrated ion Cu(H₂O)₆²⁺, and that the water it needs must diffuse to the metal through a stagnant layer. The largest steady current density is then

i_L = F D c_b / (3δ).

Here F is the Faraday constant, D the diffusivity of free water, c_b its concentration outside the layer, and δ the layer thickness. The factor 3 is the number of water molecules needed per electron: six per ion, divided by two electrons per ion.

This is a consequence of the water-acceptor mechanism, not a proof that this mechanism operates in a given bath. A solid salt film can also limit the current.

**Setting and signs**

Let x run from the metal surface, x = 0, to the outer edge of the layer, x = δ. Fluxes toward the solution are positive, and so is anodic current. The coordinate moves with the dissolving surface. The anode reactions are

Cu → Cu²⁺ + 2e⁻

Cu²⁺ + 6 H₂O → Cu(H₂O)₆²⁺.

No other anode reaction carries current. Two electrons pass per copper ion, so the outward copper flux is

J = i/(2F).

Each ion captures six free water molecules at the surface. The free-water flux there is therefore

N_w = −6J = −3i/F,

where the minus sign means flow toward the metal. In steady state the complexes carry the same six molecules outward again, so the net flux of free and bound water together is zero. Free water is nevertheless consumed at the wall, and its supply limits the current.

The basic model takes D as constant, neglects bulk liquid flow, and allows no release or capture of water inside the layer. All the water in the bath composition counts as free. Binding is fast and strong enough for the free-water concentration at the wall, c_s, to fall practically to zero.

**First derivation: the steady profile**

Water molecules are neutral, so the electric field does not make them migrate. With no bulk flow, Fick's law gives

N_w = −D dc/dx.

In steady state nothing accumulates. Without sources, N_w has the same value throughout the layer, namely its wall value −3i/F. Hence

−D dc/dx = −3i/F

dc/dx = 3i/(FD).

The right side is constant, so the profile is a straight line. Integrating from the wall to the outer edge gives

c_b − c_s = 3iδ/(FD),

and therefore

c_s = c_b − 3iδ/(FD).

A concentration cannot be negative. The condition c_s ≥ 0 requires

3iδ/(FD) ≤ c_b

i ≤ F D c_b/(3δ) = i_L.

Substituting i_L back into the wall concentration gives

c_s = c_b(1 − i/i_L).

At small current the wall is nearly as wet as the bulk. At the limit it is dry in the sense that no free water is left; water bound to copper is still present. If binding needs a residual wall concentration c_s, the attainable current is lower than i_L by the fraction c_s/c_b. Within this model a higher electrode potential cannot raise the plateau, because i_L contains only transport quantities and stoichiometry.

What happens when a larger current is imposed on an initially uniform layer? Write q = i/i_L > 1. The formal steady profile is

c_st(x) = c_b − q c_b(1 − x/δ),

which is negative at the wall. The actual concentration approaches it as c = c_st + u. Since c and c_st have the same wall slope and the same outer value, the difference u has zero slope at x = 0 and is zero at x = δ. Initially c = c_b, so

u(x, 0) = q c_b(1 − x/δ).

The diffusion modes satisfying these boundary conditions are cos[(2m+1)πx/(2δ)], with m = 0, 1, 2, and so on. The slowest has m = 0. Its initial coefficient, with s = x/δ, is

2q c_b ∫₀¹ (1 − s) cos(πs/2) ds = 2q c_b · 4/π² = 8q c_b/π².

The integral follows by parts: the boundary term vanishes, and the remaining term is (2/π)∫₀¹ sin(πs/2) ds = (2/π)². Inserting the mode into the diffusion equation gives the decay rate π²D/(4δ²). The next mode decays nine times as fast, so at late times

c_s(t) ≈ c_b(1 − q) + (8q c_b/π²) exp[−π²Dt/(4δ²)].

Setting c_s = 0 gives the time at which the wall runs dry:

t_dry ≈ [4δ²/(π²D)] ln{8q/[π²(q − 1)]}.

The one-mode form holds only for q near 1: it is within 0.5% of the full solution up to q = 2, about 9% too short at q = 3, and negative above q ≈ 5.3. The time grows without bound, though only logarithmically, as q approaches 1 from above. A current slightly above the limit can therefore look sustainable in a short experiment.

**Second derivation: a weighted water balance**

The same limit follows without assuming a steady state or finding a profile. Let the current and concentration vary with time, while δ and the outer concentration c_b stay fixed. Free water obeys

∂c/∂t = D ∂²c/∂x².

Define the weighted water content per unit area

M(t) = ∫₀^δ (δ − x) c(x,t) dx.

The weight vanishes at the outer edge, where the flux is unknown. It equals δ at the metal, where the current fixes the flux. Differentiating M and using the diffusion equation,

dM/dt = D ∫₀^δ (δ − x) ∂²c/∂x² dx.

Integrate by parts. The boundary term is zero at x = δ and contributes −δ(∂c/∂x)₀ from x = 0. The derivative of the weight is −1, so the remaining integral enters with a plus sign:

dM/dt = D[−δ(∂c/∂x)₀ + ∫₀^δ (∂c/∂x) dx]

dM/dt = −δD(∂c/∂x)₀ + D(c_b − c_s).

At the wall, D(∂c/∂x)₀ = 3i/F. Thus

dM/dt = D(c_b − c_s) − 3δi/F.

Now average over a time T, writing averages in angle brackets:

[M(T) − M(0)]/T = D(c_b − ⟨c_s⟩) − 3δ⟨i⟩/F.

Solving for the mean current,

⟨i⟩ = [F/(3δ)] {D(c_b − ⟨c_s⟩) − [M(T) − M(0)]/T}.

Concentrations are non-negative, so ⟨c_s⟩ ≥ 0 and M(T) ≥ 0. If the layer initially contains no more than c_b anywhere, then

M(0) ≤ c_b ∫₀^δ (δ − x) dx = c_bδ²/2.

Using these three inequalities gives

⟨i⟩ ≤ [F/(3δ)] [Dc_b + c_bδ²/(2T)]

⟨i⟩ ≤ i_L[1 + δ²/(2DT)].

The second term is an upper bound on the contribution of water stored in the layer at the start. It disappears when T is much longer than δ²/D, leaving i_L as the upper limit of the mean current.

The limit can also be reached. Hold the wall dry, so c_s = 0. Diffusion creates no concentration above the initial and boundary maximum, so M(T) ≤ c_bδ²/2. Since M(0) ≥ 0, the mean-current equation gives

⟨i⟩ ≥ i_L[1 − δ²/(2DT)].

The upper and lower bounds meet at long times, and ⟨i⟩ → F D c_b/(3δ). A short anodic pulse may exceed i_L by using stored water, but a long train of pulses cannot have a larger mean current under the stated conditions.

**What the two derivations assume**

Both derivations need the same stoichiometry, the same supply concentration at a fixed outer edge, and non-negative water concentrations. Both neglect bulk flow and internal water sources. Their difference lies in time. The first assumes a steady state and yields the concentration at every point. The second allows a changing current and yields a statement about its long-time mean, but no profile.

The second derivation also shows where an internal source would matter. If a reaction releases free water at a rate s(x) per unit volume, it adds ∫₀^δ (δ − x)s(x) dx to dM/dt. In steady state with a dry wall,

i = i_L + [F/(3δ)] ∫₀^δ (δ − x)s(x) dx.

Water released beside the metal has the greatest weight. Water released at the outer edge has none.

Constant diffusivity is not essential to either argument. If D depends on c, define Φ(c) = ∫₀^c D(c′) dc′, so that D ∂c/∂x = ∂Φ/∂x. Integrating the steady flux across the layer with a dry wall gives

3i_Lδ/F = Φ(c_b)

i_L = [F/(3δ)] ∫₀^{c_b} D(c) dc.

In the weighted balance, D(c_b − c_s) is replaced by Φ(c_b) − Φ(c_s), with the same outcome. The constant D in the original formula becomes an average over concentration.

**A phosphoric acid bath**

Consider copper in 85 wt% phosphoric acid near room temperature. Rough assumed inputs are a density of 1.69 g/cm³, D = 3.0×10⁻⁷ cm²/s and δ = 50 µm. Water makes up 0.15 of the mass, so

c_b = 0.15 × 1.69/18.015 = 0.01407 mol/cm³,

or 14.07 mol/L. With δ = 5.0×10⁻³ cm,

i_L = 96485 × 3.0×10⁻⁷ × 0.01407/(3 × 5.0×10⁻³)

i_L ≈ 0.027 A/cm² = 27 mA/cm².

In SI units this is about 270 A/m². The inward water flux is 844 nmol/(cm² s), and one sixth of it gives a copper flux of 140.7 nmol/(cm² s). Multiplying the copper flux by the molar mass and dividing by the metal density gives the removal speed:

140.7×10⁻⁹ × 63.546/8.96 ≈ 1.0×10⁻⁶ cm/s,

or about 0.60 µm/min.

A time-dependent simulation followed water and complexes separately, with the wall held dry and the complex given half the diffusivity of water. The current calculated from copper leaving the outer edge settled at 27.15 mA/cm², equal to the formula at the printed precision. At an imposed current of 0.99 i_L, the wall retained 0.0100 of the bulk water concentration. At 1.01 i_L and 1.10 i_L it ran dry after 149 s and 74 s. With δ²/D = 83.3 s, the expression for t_dry gives the same two times to the nearest second.

For an average over 600 s, the stored-water term is 83.3/(2 × 600) ≈ 0.07. The mean current can therefore exceed i_L by at most 7% of i_L over that interval, if the layer starts no wetter than the bulk. This bound is not reached. A wall held dry from a uniform start ends with the linear profile, for which M = c_bδ²/6, so the excess is δ²/(3DT), or 4.6% over 600 s.

**Where the simple number fails**

Concentrated acid is not a dilute solution, so bulk flow deserves a check. Let ΔV be the molar volume of the complex minus that of six free water molecules. With constant partial molar volumes and no net flux of other species, the volume flux is v = JΔV, and water obeys

−6J = −D dc/dx + cJΔV.

Rearranging and integrating from a dry wall gives

D dc/dx = J(6 + ΔV c)

Jδ/D = ∫₀^{c_b} dc/(6 + ΔV c) = (1/ΔV) ln(1 + ΔV c_b/6).

The dilute result is Jδ/D = c_b/6. Dividing by it and setting a = ΔV c_b/6,

i/i_L = ln(1 + a)/a.

This tends to 1 as a → 0. An illustrative ΔV of +30 cm³/mol gives 0.966, while −30 cm³/mol gives 1.037. The change is 3 to 4% of i_L. If the volume of returning bound water were omitted, and the bare ion's own volume neglected, ΔV would be −6 × 18 cm³/mol and the ratio would be 1.153. The outward return of water is what keeps the volume-flow term small in this equation. The equation itself ignores coupling between the diffusion of water and of the complex. In an ideal three-component Maxwell–Stefan description (water at 18 cm³/mol, complex, stagnant acid counted as one particle, no field), the same three ratios are recovered when all pair diffusivities equal D. If both pair diffusivities of the complex are D/2, the ratio at ΔV = 0 falls to about 0.79. This figure depends on the description. It is about 0.83 if the acid is counted as two particles, and with migration included it runs from about 0.90 for 2% ionised acid to 0.79 for fully ionised acid. The 3 to 4% is therefore the size of the ΔV effect alone, not of all concentrated-solution corrections.

A diffusivity that falls near the dry wall can have a larger effect. Suppose that D falls exponentially with water concentration, from D_b in the bulk to D_b/r at the wall. With s = 1 − c/c_b, D = D_b r^(−s), and

(1/D_b) ∫₀¹ D ds = ∫₀¹ r^(−s) ds = (1 − 1/r)/ln r.

For an assumed fourfold fall this factor is 0.541, which lowers the current to about 15 mA/cm². The number of bound molecules matters too. If four were needed instead of six, with everything else fixed, the current would rise by a factor of 6/4, to about 41 mA/cm².

Copper build-up gives a further warning. If the copper ion moves by diffusion alone and its bulk concentration is negligible, its wall concentration at the limit is

c_Cu(0) = Jδ/D_Cu = c_b D/(6D_Cu).

For D_Cu = D/2 this is 14.07 × 2/6 = 4.69 mol/L. That much complex would carry 28 mol/L of bound water, twice the water content of the bath, and at 6 × 18 cm³/mol it would fill about half of the volume. Migration lowers it. In the opposite limit, the only other ion is a singly charged anion with zero net flux. Let ψ be the electric potential multiplied by F/(RT), where R is the gas constant and T the temperature. In ideal ionic transport, zero anion flux means

dc_A/dx − c_A dψ/dx = 0.

Electroneutrality gives c_A = 2c_Cu, hence dψ/dx = (1/c_Cu) dc_Cu/dx. The copper flux becomes

J = −D_Cu(dc_Cu/dx + 2c_Cu dψ/dx) = −3D_Cu dc_Cu/dx.

The same flux now needs one third of the concentration difference, so the wall value is 1.56 mol/L. Both estimates use the same δ for copper and water. In a rotating-disc layer without migration the factor D/D_Cu becomes (D/D_Cu)^(2/3), and 4.69 mol/L becomes about 3.7 mol/L. All these values are too high for copper to be treated as a trace solute. They signal that the liquid near the wall may differ strongly from the bath, and that salt formation must be checked against the solubility in that liquid.

For a real phosphoric acid bath, the calculated tens of mA/cm² are a rough scale for gentle stirring, not a prediction to two digits. With this D and a viscosity of about 40 to 47 mPa s, the Levich thickness of a rotating disc is 50 µm near 30 rpm; at 400 rpm it is about 13 µm and the formula gives about 100 mA/cm². The bath also holds only about one water molecule per acid molecule, so counting all of it as free water is generous. Both D and δ are rough inputs (scaling the self-diffusivity of pure water by the viscosity ratio would give D of about 4 to 5×10⁻⁷ cm²/s), and a real flow does not have a sharply bounded stagnant layer. One clearly strained assumption is constant diffusivity, since composition changes greatly across the layer; the assumed fourfold fall roughly halves the result. The factor is 0.54 at fixed δ. In a rotating-disc layer it is about 0.60 at constant viscosity and about 0.45 if the viscosity varies as 1/D. Temperature also matters. For an assumed activation energy of 25 kJ/mol, D and i_L rise by 3.4% per kelvin near 298 K if δ and c_b are held fixed. Using the formula for a particular bath therefore requires D and δ for that bath at its working temperature. The main computed values are collected in the numerical output.

Table of computed values

```
Faraday constant: 96485.33 C/mol
Phosphoric acid content: 85 wt%
Acid density: 1.69 g/cm3
Molar mass of water: 18.015 g/mol
Water concentration c_b: 14.07 mol/L
Water diffusivity D: 3.0e-07 cm2/s
Layer thickness delta: 50 um
Diffusion time delta^2/D: 83.3 s
Limiting inward water flux: 844 nmol/(cm2 s)
Limiting outward copper flux: 140.7 nmol/(cm2 s)
Limiting current, formula: 27.15 mA/cm2
Limiting current, simulation: 27.15 mA/cm2
Limiting current, SI: 271.5 A/m2
Molar mass of copper: 63.546 g/mol
Density of copper: 8.96 g/cm3
Copper removal rate: 0.599 um/min
Wall water / c_b at 0.99 i_L, simulation: 0.0100
Wall exhausted at 1.01 i_L after: 149 s
Wall exhausted at 1.10 i_L after: 74 s
Volume change size |Delta V|: 30 cm3/mol
Current ratio, Delta V positive: 0.966
Current ratio, Delta V negative: 1.037
Molar volume of water used: 18 cm3/mol
Ratio if bound-water return is ignored: 1.153
Assumed fall of D from bulk to wall: 4 times
Current ratio with that fall: 0.541
Current with that fall: 14.7 mA/cm2
Current if four waters are bound: 40.7 mA/cm2
Assumed activation energy of D: 25 kJ/mol
Reference temperature: 298.15 K
Rise of D, and of i_L at fixed delta, per K: 3.4 %
Copper-ion diffusivity: 1.5e-07 cm2/s
Wall copper without migration: 4.69 mol/L
Wall copper, single anion only: 1.56 mol/L
```
